# Breakdown Voltage of a Symmetric Linearly Graded Junction: test program

```python
# Result under test: a symmetric linearly graded junction, net doping N = a*x,
# with ionization coefficient alpha = C*E^7, breaks down at the total drop
#   V = (8^(7/5)/12) * I^(-1/5) * C^(-1/5) * (eps/(q*a))^(2/5),
# I = integral_0^1 (1-u^2)^7 du, so that V varies as a^(-2/5).
# a: doping gradient (cm^-4), eps: permittivity (F/cm), q: charge (C),
# E: field magnitude (V/cm), W: full depletion width (cm), C: cm^6/V^7.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, simpson, quad, solve_ivp
from scipy.optimize import brentq

q = const.e
eps_rel = 10.0
eps = eps_rel * const.epsilon_0 / 100.0
E_ref = 3.0e6
alpha_ref = 1.0e4
C = alpha_ref / E_ref**7
gap = 3.2
band_density = 2.0e19
temperature = 300.0
kT = const.k * temperature / q
a0 = 1.0e21

u = sp.symbols("u")
I_exact = sp.integrate(sp.expand((1 - u**2)**7), (u, 0, 1))
assert I_exact == sp.Rational(2048, 6435)
I7 = float(I_exact)
assert abs(quad(lambda t: (1 - t*t)**7, 0, 1)[0] - I7) < 1e-12


def closed_form(a, coefficient=C):
    width = ((8*eps/(q*a))**7 / (coefficient*I7))**(1/15)
    peak = q*a*width**2/(8*eps)
    volts = (8**1.4/12) * I7**-0.2 * coefficient**-0.2 * (eps/(q*a))**0.4
    return width, peak, volts


def direct(doping, alpha, points=4001):
    """Breakdown from Poisson integration and a root search on the width."""
    t = np.linspace(0.0, 1.0, points)

    def profile(half):
        x = half*t
        charge = cumulative_trapezoid(doping(x), x, initial=0.0)
        return x, q*(charge[-1] - charge)/eps

    def log_ionization(log_half):
        x, field = profile(np.exp(log_half))
        return np.log(2*simpson(alpha(field), x=x) + 1e-300)

    root = brentq(log_ionization, np.log(1e-6), np.log(1e-1), xtol=1e-13)
    x, field = profile(np.exp(root))
    return 2*x[-1], field[0], 2*simpson(field, x=x), x, field


def power_alpha(field):
    return C*field**7


b_exp = 7*E_ref
prefactor_exp = alpha_ref*np.exp(7)


def exponential_alpha(field):
    return prefactor_exp*np.exp(-b_exp/np.maximum(field, 1.0))


def linear(a):
    return lambda x: a*x


def local_slope(alpha, a, step=0.02):
    high = direct(linear(a*np.exp(step)), alpha)[2]
    low = direct(linear(a*np.exp(-step)), alpha)[2]
    return np.log(high/low)/(2*step)


# Closed forms against the direct solution over three decades of gradient.
gradients = [1e20, 1e21, 1e22, 1e23]
rows = []
for a in gradients:
    numeric = direct(linear(a), power_alpha)
    formula = closed_form(a)
    assert np.allclose(numeric[:3], formula, rtol=1e-7, atol=0)
    rows.append((a, *numeric[:3], direct(linear(a), exponential_alpha)[2]))
table = np.array(rows)
fits = [np.polyfit(np.log(table[:, 0]), np.log(table[:, j]), 1)[0]
        for j in (1, 2, 3)]
assert np.allclose(fits, [-7/15, 1/15, -2/5], atol=1e-7)

# Other powers, each normalized at the same reference field.
power_slopes = {}
for n in (5, 9):
    slope = local_slope(lambda f, n=n: alpha_ref*(f/E_ref)**n, a0)
    assert abs(slope + (n-1)/(2*n+1)) < 1e-7
    power_slopes[n] = slope

W, Em, V = direct(linear(a0), power_alpha)[:3]
edge_doping = a0*W/2
assert abs(V - 2*Em*W/3) < 1e-7*V
assert abs(V - q*a0*W**3/(12*eps)) < 1e-7*V

# Self-sustained current for unequal coefficients, beta = ratio*alpha_n.
sustained = {}
for ratio in (0.1, 10.0):
    C_n = C*np.log(ratio)/(ratio-1)

    def current(s, j):
        field = Em*(1-(2*s-1)**2)
        alpha_n = C_n*field**7
        return W*((1-ratio)*alpha_n*j + ratio*alpha_n)

    solution = solve_ivp(current, (0, 1), [0.0], rtol=1e-9, atol=1e-12,
                         max_step=0.01)
    sustained[ratio] = solution.y[0, -1]
    assert abs(sustained[ratio]-1) < 1e-6

# Exponential ionization law and the weighted local power.
We, Ee, Ve, xe, fe = direct(linear(a0), exponential_alpha)
weight = exponential_alpha(fe)
n_mean = (simpson(weight*b_exp/np.maximum(fe, 1.0), x=xe)
          / simpson(weight, x=xe))
slope_exp = local_slope(exponential_alpha, a0)
assert abs(slope_exp + (n_mean-1)/(2*n_mean+1)) < 1e-4

# Diffusion potential between the neutral edges, Boltzmann statistics.
n_i = band_density*np.exp(-gap/(2*kT))


def applied(a):
    width, _, volts = direct(linear(a), power_alpha)[:3]
    return volts - 2*kT*np.log(a*width/(2*n_i))


def applied_slope(a, step=0.02):
    return np.log(applied(a*np.exp(step))/applied(a*np.exp(-step)))/(2*step)


V_applied = applied(a0)

# Saturated doping, anisotropy and hot operation.
cap = edge_doping/2
W_cap, E_cap, V_cap = direct(lambda x: np.minimum(a0*x, cap), power_alpha)[:3]
assert V_cap > V
V_aniso = direct(linear(a0), lambda f: power_alpha(f/0.8))[2]
V_hot = direct(linear(a0), lambda f: 0.7*power_alpha(f))[2]
assert abs(V_aniso/V - (0.8**-7)**-0.2) < 1e-7
assert abs(V_hot/V - 0.7**-0.2) < 1e-7

# Length scales and two-band WKB tunnelling at the peak field.
debye = np.sqrt(eps*kT/(q*edge_doping))
threshold = 1.5*gap
dead_space = threshold/Em
mass_ratio = 0.4
mass = mass_ratio*const.m_e
gap_J = gap*q
force = q*Em*100
scaled_area = quad(lambda s: np.sqrt(s*(1-s)), 0, 1)[0]
wkb = 2*np.sqrt(2*mass*gap_J)/const.hbar*(gap_J/force)*scaled_area
wkb_formula = np.pi*np.sqrt(mass)*gap_J**1.5/(2*np.sqrt(2)*const.hbar*force)
assert abs(wkb/wkb_formula-1) < 1e-7
V_fine = direct(linear(a0), power_alpha, points=8001)[2]
assert abs(V_fine/V-1) < 1e-7

print(f"Relative permittivity: {eps_rel:.1f}")
print(f"Reference field: {E_ref/1e6:.2f} MV/cm")
print(f"Ionization coefficient at reference field: {alpha_ref:.3e} cm^-1")
print(f"C in alpha = C E^7: {C:.4e} cm^6/V^7")
print(f"Shape integral I: {I_exact} = {I7:.6f}")
print(f"Numerical prefactor of V: {8**1.4/12*I7**-0.2:.5f}")
print(f"V*a^(2/5): {V*a0**0.4:.5e} V cm^(-8/5)")
print(f"Example gradient: {a0:.2e} cm^-4")
print(f"Depletion width: {W*1e4:.4f} um")
print(f"Peak field: {Em/1e6:.4f} MV/cm")
print(f"Doping at depletion edge: {edge_doping:.4e} cm^-3")
print(f"Total breakdown drop: {V:.3f} V")
print("a (cm^-4), W (um), peak field (MV/cm), V (V), V exponential law (V)")
for a, width, peak, volts, volts_exp in rows:
    print(f"  {a:.0e}  {width*1e4:.4f}  {peak/1e6:.4f}  "
          f"{volts:.3f}  {volts_exp:.3f}")
print(f"Fitted exponents of W, peak field, V: "
      f"{fits[0]:.6f}, {fits[1]:.6f}, {fits[2]:.6f}")
for n, slope in power_slopes.items():
    print(f"Voltage exponent for ionization power {n}: {slope:.6f}")
for ratio, value in sustained.items():
    print(f"beta/alpha_n = {ratio:.1f}: C/C_n = "
          f"{(ratio-1)/np.log(ratio):.4f}, end current J_n/J = {value:.7f}")
print(f"Exponential law: prefactor {prefactor_exp:.4e} cm^-1, "
      f"field constant {b_exp/1e6:.2f} MV/cm")
print(f"Exponential law: weighted power {n_mean:.4f}, "
      f"local voltage exponent {slope_exp:.5f}")
print(f"Exponential-law change of V: {100*(Ve/V-1):.3f} %")
print(f"Temperature: {temperature:.1f} K; gap: {gap:.2f} eV")
print(f"Effective band density: {band_density:.2e} cm^-3")
print(f"Intrinsic density: {n_i:.3e} cm^-3")
print(f"Diffusion potential: {V-V_applied:.3f} V")
print(f"Applied breakdown voltage: {V_applied:.3f} V")
print(f"Applied-voltage exponent at 1e21 cm^-4: {applied_slope(a0):.5f}")
print(f"Applied-voltage exponent at 1e23 cm^-4: {applied_slope(1e23):.5f}")
print(f"Doping capped at {cap:.4e} cm^-3: W = {W_cap*1e4:.4f} um, "
      f"V = {V_cap:.3f} V")
print(f"Capped-doping change of V: {100*(V_cap/V-1):.2f} %")
print(f"Ionization field scale lowered 20 %: V = {V_aniso:.3f} V "
      f"({100*(V_aniso/V-1):.2f} %)")
print(f"Ionization coefficient lowered 30 %: V = {V_hot:.3f} V "
      f"({100*(V_hot/V-1):.2f} %)")
print(f"Edge Debye length: {debye*1e7:.3f} nm; fraction of W: {debye/W:.5f}")
print(f"Dead space for {threshold:.2f} eV: {dead_space*1e7:.3f} nm; "
      f"fraction of W: {dead_space/W:.5f}")
print(f"Tunnelling mass: {mass_ratio:.2f} electron masses")
print(f"WKB exponent: {wkb:.3f}; transmission: {np.exp(-wkb):.3e}")
print(f"Relative V shift on doubling the grid: {abs(V_fine/V-1):.2e}")
print("every check passed")
```

Running it gives:

```
Relative permittivity: 10.0
Reference field: 3.00 MV/cm
Ionization coefficient at reference field: 1.000e+04 cm^-1
C in alpha = C E^7: 4.5725e-42 cm^6/V^7
Shape integral I: 2048/6435 = 0.318260
Numerical prefactor of V: 1.92570
V*a^(2/5): 1.77637e+11 V cm^(-8/5)
Example gradient: 1.00e+21 cm^-4
Depletion width: 3.6062 um
Peak field: 2.9415 MV/cm
Doping at depletion edge: 1.8031e+17 cm^-3
Total breakdown drop: 707.186 V
a (cm^-4), W (um), peak field (MV/cm), V (V), V exponential law (V)
  1e+20  10.5613  2.5229  1776.370  1842.921
  1e+21  3.6062  2.9415  707.186  713.657
  1e+22  1.2314  3.4296  281.536  284.142
  1e+23  0.4205  3.9986  112.081  117.273
Fitted exponents of W, peak field, V: -0.466667, 0.066667, -0.400000
Voltage exponent for ionization power 5: -0.363636
Voltage exponent for ionization power 9: -0.421053
beta/alpha_n = 0.1: C/C_n = 0.3909, end current J_n/J = 1.0000000
beta/alpha_n = 10.0: C/C_n = 3.9087, end current J_n/J = 1.0000000
Exponential law: prefactor 1.0966e+07 cm^-1, field constant 21.00 MV/cm
Exponential law: weighted power 7.5191, local voltage exponent -0.40647
Exponential-law change of V: 0.915 %
Temperature: 300.0 K; gap: 3.20 eV
Effective band density: 2.00e+19 cm^-3
Intrinsic density: 2.644e-08 cm^-3
Diffusion potential: 2.957 V
Applied breakdown voltage: 704.229 V
Applied-voltage exponent at 1e21 cm^-4: -0.40172
Applied-voltage exponent at 1e23 cm^-4: -0.41157
Doping capped at 9.0155e+16 cm^-3: W = 4.5055 um, V = 783.704 V
Capped-doping change of V: 10.82 %
Ionization field scale lowered 20 %: V = 517.439 V (-26.83 %)
Ionization coefficient lowered 30 %: V = 759.476 V (7.39 %)
Edge Debye length: 8.901 nm; fraction of W: 0.00247
Dead space for 4.80 eV: 16.318 nm; fraction of W: 0.00452
Tunnelling mass: 0.40 electron masses
WKB exponent: 49.523; transmission: 3.107e-22
Relative V shift on doubling the grid: 1.18e-14
every check passed
```
